# Preisach ferroelectric hysteresis with a stack of voltage turning points

## Result

A quasi-static Preisach ferroelectric needs no record of its full voltage history. If the film starts in negative saturation, its state is fixed by a list of voltages

\[
s_0=-\infty,\; s_1,\; s_2,\;\dots,\; s_n ,
\]

in which maxima (odd index) and minima (even index) alternate, each lies strictly inside the interval spanned by the two before it, and \(s_n\) is the present voltage. The polarization is

\[
P=-P_s+2\sum_{k=1}^{n}\operatorname{sgn}(s_k-s_{k-1})\,
E\big(\max(s_k,s_{k-1}),\min(s_k,s_{k-1})\big), \tag{1}
\]

where \(P_s\) is the saturation polarization and \(E(x,y)\) is a fixed function of the material. When the voltage reaches or passes a stored extremum, that extremum and its inner partner are deleted.

A return to a turning point restores the whole state if the excursion stayed between that point and the stored extremum before it. An excursion that went further does not in general close on its first cycle, but closes when the same cycle is repeated.

## Relays and the triangle weight

The film is modelled as many independent two-state relays. A relay \((a,b)\), with \(b<a\), has state \(\gamma=\pm1\). It goes up when the film voltage satisfies \(v\ge a\), goes down when \(v\le b\), and otherwise keeps its state. With weight density \(\mu(a,b)\ge0\),

\[
P=\iint_{b<a}\mu\,\gamma\,da\,db,\qquad \iint_{b<a}\mu\,da\,db=P_s .
\]

The function in (1), called the Everett function, is the weight in a triangle:

\[
E(x,y)=\iint_{y\le b\le a\le x}\mu(a,b)\,da\,db .
\]

A relay that flips from \(-1\) to \(+1\) changes \(P\) by twice its weight, which is the factor 2 in (1).

**A rise.** Let \(m\) be the last stored minimum and let the voltage rise to \(M\), below the previous stored maximum \(M'\). Relays with \(a>M\) cannot go up. Those with \(a\le M\) fall into two groups:

- If \(b\ge m\), the relay was forced down at \(m\), so it now flips up.
- If \(b<m\), it was raised at \(M'\), since \(a\le M<M'\), and the fall to \(m\) did not lower it. It is already up.

The relays that flip fill the triangle \(m\le b\le a\le M\), so \(\Delta P=+2E(M,m)\). For \(m=-\infty\) the second group is empty and no \(M'\) is needed.

**A fall.** Let the voltage fall from a maximum \(M\) to \(m\), above the previous minimum \(m'\). Only relays with \(b\ge m\) can go down. Those with \(a\le M\) are up and flip. Those with \(a>M\) were down at \(m'\), because \(b\ge m>m'\), and the rise to \(M\) did not raise them. Hence \(\Delta P=-2E(M,m)\). Adding the legs to the starting value \(-P_s\) gives (1).

## Why extrema may be deleted

Suppose the stack ends in \(m',M,m\) and the voltage rises to \(v\ge M\). Compare this with a direct rise from \(m'\) to \(v\).

- Relays with \(a\le v\) end up in both cases.
- Relays with \(a>v\) are raised in neither case. The detour could have changed them only by lowering those with \(b\ge m\), but these were already down at \(m'<m\).

The two final states agree relay by relay, so \(M\) and \(m\) can be removed. Equality \(v=M\) is included because the relay rule itself contains the equality.

For a fall, let the stack end in \(M',m,M\) and let \(v\le m\). Relays with \(b\ge v\) end down either way. Relays with \(b<v\) are lowered in neither case, and the detour could only have raised those with \(a\le M<M'\), which were already up. Again the inner pair goes. The entry \(s_0=-\infty\) survives, since no finite voltage reaches it.

## Pseudocode

```
stack = [-infinity]

advance(stack, v):                  # v finite
    if v == last(stack): return
    rising = (v > last(stack))
    if length > 1 and the last leg had this direction:
        pop the last entry          # not a turning point
    while length > 1 and
          ((rising and v >= second_last) or
          (not rising and v <= second_last)):
        remove the last two entries
    push v
```

In the loop condition, `length > 1` applies to both alternatives. After the optional pop, the last entry is the turning point from which the present leg starts, and the second-last is the extremum that could be overtaken.

This scheme was compared with direct switching of 78 relays having integer thresholds from 0 to 12, so that ties were frequent. For 150 random sets of integer weights and 40 random voltages each, all 6000 polarizations agreed exactly. At the end of each history, replaying the stack from negative saturation reproduced every relay state.

## Return-point memory and loop closure

Let the voltage stand at a maximum \(M\), with \(m\) the stored minimum before it. Let it then wander within \([m,M]\) and return to \(M\).

- A relay with \(a\le M\) is up before and after.
- A relay with \(a>M\) is not raised by the excursion. It could be lowered only if \(b\ge m\), but then it was already down, because \(m\) had been visited and the rise to \(M\) did not raise it.

Every relay is restored, not merely their sum. Exchanging up and down gives the same statement for a return to a minimum.

If the excursion reaches \(w<m\), relays with \(a>M\) and \(w\le b<m\) that were up are lost, and the return to \(M\) cannot raise them. After that return the stored minimum before \(M\) is \(w\), so the next cycle between \(w\) and \(M\) meets the condition and closes.

Inside a closed loop between \(m\) and \(M\), the two branches are

\[
P_\uparrow(v)=P(m)+2E(v,m),\qquad P_\downarrow(v)=P(M)-2E(M,v).
\]

History enters only through the offset \(P(m)\). Loops between the same film voltages are therefore congruent, with height \(2E(M,m)\). This is a property of independent relays; interacting domains need not obey it.

## A closed form for the triangle weight

Take \(\mu=(P_s/N)f(a)g(b)\) for \(b<a\), where \(f\) and \(g\) are logistic densities of width \(w\) centred at \(+V_c\) and \(-V_c\). Their cumulative functions are

\[
F(a)=\frac{1}{1+e^{-(a-V_c)/w}},\qquad
G(b)=\frac{1}{1+e^{-(b+V_c)/w}} .
\]

Integrating over \(b\) from \(y\) to \(a\) gives \(G(a)-G(y)\). With \(K'=fG\), the remaining integral is

\[
E(x,y)=\frac{P_s}{N}\Big\{K(x)-K(y)-G(y)\,[F(x)-F(y)]\Big\}. \tag{2}
\]

To find \(K\), set \(h=V_c/w\), \(z=e^{a/w}\), \(k=e^{h}\) and \(q=e^{-h}\). Then \(F=z/(z+k)\), \(G=z/(z+q)\) and \(f\,da=dF=k\,dz/(z+k)^2\), so

\[
K=\int\frac{k\,z\,dz}{(z+k)^2(z+q)} .
\]

The partial fractions are

\[
\frac{z}{(z+k)^2(z+q)}=\frac{q}{(k-q)^2}\left[\frac1{z+k}-\frac1{z+q}\right]+\frac{k}{k-q}\,\frac1{(z+k)^2}.
\]

To check this, note that the first term equals \(-q/[(k-q)(z+k)(z+q)]\). Over the common denominator the numerator is \([-q(z+k)+k(z+q)]/(k-q)=z\). Now multiply by \(k\), use \(kq=1\), and integrate:

\[
K=\frac{1}{(k-q)^2}\ln\frac{z+k}{z+q}-\frac{k}{k-q}\,\frac{k}{z+k}.
\]

Since \(k-q=2\sinh h\) and \(k/(z+k)=1-F\),

\[
K(x)=\frac{1}{4\sinh^2h}\ln\frac{e^{x/w}+e^{h}}{e^{x/w}+e^{-h}}-\frac{1-F(x)}{1-e^{-2h}} .
\]

At \(x\to\infty\) both terms vanish. At \(x\to-\infty\) the logarithm is \(2h\) and \(F=0\). The normalization is therefore

\[
N=K(\infty)-K(-\infty)=\frac{1}{1-e^{-2h}}-\frac{h}{2\sinh^2h}.
\]

Two-dimensional quadrature of \(\mu\) over four triangles agreed with (2) within \(7\times10^{-8}\) µC/cm² for \(P_s=20\) µC/cm².

**Limits.** For \(h\gg1\), \(N\to1\) and the rising major branch tends to \(-P_s+2P_sF(v)\), with coercive voltage \(V_c\). If also \(w\to0\), the loop becomes square and partial switching disappears.

For \(V_c=0\), \(F=G\) and one may take \(K=F^2/2\), so \(N=1/2\). The bracket in (2) becomes \(\tfrac12[F(x)-F(y)]^2\), hence \(E=P_s[F(x)-F(y)]^2\). The rising branch \(-P_s+2P_sF^2\) crosses zero at \(F=1/\sqrt2\), or \(v=w\ln(1+\sqrt2)\). Hysteresis remains because each relay still has \(a>b\).

## Worked history

Take a 10 nm film with \(P_s=20\) µC/cm², \(V_c=1.2\) V and \(w=0.2\) V. The table gives \(P\) without the linear dielectric charge.

| \(v\) (V) | \(P\) (µC/cm²) | stack after \(-\infty\) (V) |
|---:|---:|:---|
| 3.0 | 19.995 | 3 |
| −1.3 | −4.899 | 3, −1.3 |
| 1.2 | 7.548 | 3, −1.3, 1.2 |
| −1.1 | −0.001 | 3, −1.3, 1.2, −1.1 |
| 1.0 | 4.059 | 3, −1.3, 1.2, −1.1, 1 |
| −1.1 | −0.001 | 3, −1.3, 1.2, −1.1 |
| 1.2 | 7.548 | 3, −1.3, 1.2 |
| 1.4 | 13.301 | 3, −1.3, 1.4 |
| 3.2 | 19.998 | 3.2 |

The rise from −1.1 to 1.0 V adds \(2E(1.0,-1.1)=2\times2.0296=4.059\) µC/cm². The fall removes the same amount, so the minor loop closes. The return to 1.2 V restores 7.548 µC/cm², and 3.2 V erases all earlier finite extrema. Direct switching on an 800 by 800 grid of thresholds, spaced by 0.01 V, differs from these values by at most \(2.5\times10^{-4}\) µC/cm².

Deletion matters numerically. If the voltage goes from −1.1 to 1.4 V and the pair (1.2, −1.1) is kept, the sum adds \(2E(1.4,-1.1)\) to \(-0.001\) and misses the relays with \(1.2<a\le1.4\) and \(-1.3\le b<-1.1\). Since \(N\) is within \(10^{-4}\) of one here, their contribution is

\[
2P_s[F(1.4)-F(1.2)][G(-1.1)-G(-1.3)]
=40\times0.231\times0.245=2.26\ \mu\mathrm{C/cm^2}.
\]

The result is too low by this amount, against the correct 13.301 µC/cm².

The closure condition matters too. After 3.0, −1.3, 1.2 V, an excursion to −1.5 V passes the stored −1.3 V. On return to 1.2 V, \(P\) is 3.647 instead of 7.548 µC/cm². A second cycle to −1.5 V returns to 3.647.

For congruence, the loop between −1.1 and 1.0 V was traced after a maximum of 3.0 V and after one of 1.3 V. Both loops have height 4.059 µC/cm²; they differ by a constant 9.398 µC/cm².

## Use in a gate stack

Put the film on a floating metal gate above an oxide capacitor. Let \(C_f\) be the film's linear capacitance and \(C_s\) the oxide capacitance, both per film area. With an uncharged floating gate, no work-function difference and a metallic substrate,

\[
V_g=v+\frac{Q}{C_s},\qquad Q=P+C_fv. \tag{3}
\]

From a given state, trial moves in either direction give a continuous, nondecreasing \(P(v)\). Where the derivative exists,

\[
\frac{dV_g}{dv}=1+\frac{C_f+dP/dv}{C_s}>0 .
\]

Each gate voltage thus has one film voltage, which a bracketing solver finds. Every trial must act on a copy of the stack; only the accepted root updates the stored one.

Turning points of \(V_g\) and \(v\) coincide. When \(v\) returns to a turning point under the closure condition, \(P\), \(Q\) and hence \(V_g\) return as well. Applied to the stored extremum at the other end, this shows that staying between the stored gate voltages is the same condition as staying between the film voltages.

Congruence does not carry over in general. An offset \(\Delta P\) shifts the gate voltages of the same film loop by \(\Delta P/C_s\).

For relative permittivity 30, \(C_f=2.656\) µF/cm². A 3 nm oxide with relative permittivity 3.9 and twenty times the film area gives \(C_s=23.02\) µF/cm². At \(V_g=3.5\) V the solution is \(v=2.364\) V and \(P=19.881\) µC/cm², and (3) gives

\[
2.364+\frac{19.881+2.656\times2.364}{23.02}=3.50\ \mathrm{V}.
\]

The gate then goes to −1.8, 1.6, −1.3 and back to 1.6 V. Both visits to 1.6 V give \(v=1.1917\) V and \(P=6.234\) µC/cm². Bisection with the relay grid reproduced the film voltages within 0.003 V.

The area ratio is essential here. With equal areas, \(C_s\) would be \(23.02/20=1.15\) µF/cm², and \(P_s\) alone would demand \(20/1.15\approx17\) V across 3 nm. That is about 58 MV/cm, far beyond what the oxide can bear.

## Cost, stability and failure modes

Each sample writes at most one entry, and an entry is removed at most once. The total number of removals cannot exceed the number of samples, so updating takes constant time per sample on average. A decaying oscillation can store every reversal. By contrast, 5000 independent voltages drawn uniformly between −3 and 3 V needed at most 20 entries in one run; other runs can need a few more.

Equation (1) costs \(n\) evaluations of \(E\). Storing the value of \(P\) with each entry reduces this to one: add \(\pm2E\) for the new leg to the value at its starting point.

- **Missed peaks.** If sampling lowers a maximum by \(\delta\), the wrong relays lie in a strip of width \(\delta\) in \(a\). As \(f\le1/(4w)\), the error in \(P\) from this miss is at most \(P_s\delta/(2wN)\). Here that is 0.5 µC/cm² for 10 mV.
- **Rounded returns.** A solver may return a voltage just short of \(M\), leaving two nearly equal maxima in the stack. Since \(E\) is continuous, \(P\) changes only slightly, and a later larger excursion removes at least one of them.
- **Arithmetic.** Evaluate the logarithm in \(K\) with a log-sum-exp routine to avoid overflow. For \(h\to0\), large terms cancel, so use the \(V_c=0\) form at that point and a series or quadrature near it. Reject undefined and infinite inputs.
- **Initial state.** A film that does not start in negative saturation needs a history that prepares its actual state.

## Comparison with a real film

The parameters are rough typical values for 10 nm hafnium zirconium oxide. One serious omission is time. Suppose the switching time follows \(t=t_0e^{E_a/\mathcal E}\), with field \(\mathcal E\), activation field \(E_a\) and a rough \(t_0=10^{-11}\) s. The coercive field then varies as \(1/\ln(t/t_0)\). If \(t\) is taken as the ramp time, shortening it from \(10^{-4}\) to \(10^{-5}\) s raises \(V_c\) by a factor of \(7/6\), to 1.40 V. With \(P_s\) and \(w\) fixed, this changes \(P\) in the tabulated history by up to 9.8 µC/cm². If \(E_a\propto1/T\), heating from 300 K to 85 °C lowers \(V_c\) to 1.01 V and changes \(P\) by up to 7.6 µC/cm². Parameters must therefore be fitted at the ramp rate and temperature of use. Fitting does not restore exact closure, because relays that obey this switching law keep flipping near a turning point. As an estimate, let each relay's \(E_a\) be proportional to its threshold, scaled so that a relay with a 1.2 V threshold has an even chance of having flipped at 1.2 V on a ramp of 3 V in \(10^{-4}\) s. After 3.0, −1.3 and 1.2 V, a first direct cycle from 1.2 to −1.1 V and back then raises \(P\) at 1.2 V by about 1.0 µC/cm², and a second cycle raises it by about 0.3. Return-point memory is only approximate in such a film. The linear charge omitted from the table is 8.0 µC/cm² at 3 V, but it is reversible and carries no memory. The peak field of 3.2 MV/cm is close to a rough breakdown field of 4 MV/cm.

In the gate stack, a silicon substrate doped to \(10^{17}\) cm⁻³ would add about 0.83 V of band bending at the onset of strong inversion. At \(V_g=3.5\) V the oxide carries 1.14 V. A rough tunnelling estimate, with a 3.1 eV barrier and effective mass \(0.4\,m_e\), gives a charge-loss time at this gate voltage between about 0.01 and 0.2 s, depending on the prefactor used. The inputs in the exponent matter more: a mass of \(0.5\,m_e\) gives several seconds, \(0.3\,m_e\) gives a few milliseconds, and a 3.6 eV barrier gives 1 to 3 s. The 3.1 eV value belongs to silicon; a metal electrode has its own barrier. At lower oxide voltages the time is longer, but only by about a factor of four at 0.1 V. Return-point memory in \(V_g\) requires sweeps much faster than this charge loss.

Small devices also scatter. For \(n_g\) equal, independent grains, each contributing \(\pm P_s/n_g\), the standard deviation of \(P\) is \(\sqrt{(P_s^2-P^2)/n_g}\). A 100 nm square film with 10 nm grains has \(n_g=100\), which gives 1.85 µC/cm² at the first visit to 1.2 V. A sample of 4000 devices gave 1.91. The 3 % gap is nearly three times the expected sampling error of about 1 %. Chance is the likely cause: the variance formula is exact for independent grains, and 120 further samples of the same size averaged 1.85 with a spread of 0.02. In the gate stack above, a 100 nm square oxide would carry a film of only one twentieth that area, with about 5 grains. The scatter would be 8.3 µC/cm² at fixed film voltage, but only about 4 µC/cm² at the 1.6 V visit of the gate history, because each grain that flips up lowers the film voltage. With so few grains \(P(v)\) is a staircase, each flip moves \(v\) by about 0.3 V, and (3) need not have exactly one root; the mean \(P\) then depends on the rule that decides a flip, while the scatter stays near 4 µC/cm². The remaining values are in the numerical output.

## Computed results

```
film thickness 10.0 nm, relative permittivity 30
Ps 20.0 uC/cm2, Vc 1.20 V, width 0.20 V
exact integer-relay comparisons: 6000
deepest stack in 5000 random samples: 20 entries
largest Everett error against quadrature: 7.0e-08 uC/cm2
Everett weight E(1.0,-1.1): 2.0296 uC/cm2
remanent polarization after 3 V: 19.898 uC/cm2
coercive voltage of rising major branch: 1.2000 V
V (V) | P stack | P relays (uC/cm2) | stack (V)
  3.0 |   19.995 |   19.995 | -inf 3
 -1.3 |   -4.899 |   -4.899 | -inf 3 -1.3
  1.2 |    7.548 |    7.548 | -inf 3 -1.3 1.2
 -1.1 |   -0.001 |   -0.001 | -inf 3 -1.3 1.2 -1.1
  1.0 |    4.059 |    4.058 | -inf 3 -1.3 1.2 -1.1 1
 -1.1 |   -0.001 |   -0.001 | -inf 3 -1.3 1.2 -1.1
  1.2 |    7.548 |    7.548 | -inf 3 -1.3 1.2
  1.4 |   13.301 |   13.302 | -inf 3 -1.3 1.4
  3.2 |   19.998 |   19.998 | -inf 3.2
largest stack-relay difference: 2.5e-04 uC/cm2
error at 1.4 V if nothing is deleted: -2.264 uC/cm2
P at 1.2 V before excursion to -1.5 V: 7.548 uC/cm2
P at 1.2 V after first such cycle: 3.647 uC/cm2
P at 1.2 V after second such cycle: 3.647 uC/cm2
loop -1.1 to 1.0 V: height 4.059 uC/cm2
offset between its two histories: 9.398 uC/cm2
oxide 3.0 nm, permittivity 3.9, area ratio 20
film capacitance 2.656, series capacitance 23.02 uF/cm2
gate V (V) | film V (V) | P (uC/cm2)
  3.5 |   2.3636 |   19.881
 -1.8 |  -1.3438 |   -6.933
  1.6 |   1.1917 |    6.234
 -1.3 |  -1.1107 |   -1.407
  1.6 |   1.1917 |    6.234
  2.2 |   1.4387 |   13.704
largest film-voltage difference from relays: 0.0030 V
linear dielectric charge at 3 V: 7.97 uC/cm2
peak film field 3.2, rough breakdown 4.0 MV/cm
ramp time 1e-04 s, rough attempt time 1e-11 s
ten times faster: Vc 1.40 V, largest P change 9.8 uC/cm2
at 85 C: Vc 1.01 V, largest P change 7.6 uC/cm2
silicon bending at inversion, doping 1e+17 cm^-3: 0.83 V
oxide at gate 3.5 V: drop 1.14 V, field 3.79 MV/cm
rough barrier 3.1 eV, mass 0.4 m_e, exponent 30.9
tunnel current 2e-05 A/cm2, charge loss time 8e-02 s
100 grains (100 nm gate side, 10 nm grains)
P scatter at 1.2 V: 1.85, sampled 1.91 uC/cm2
```
